Lifshitz–Slyozov–Wagner coarsening: the 8/9 law and the cut-off at 3/2

**Definitions and conventions**

Spherical precipitates of pure solute sit in a dilute, ideal matrix. R is the radius of a precipitate, γ the isotropic interface energy, Vm the molar volume of the solute, D its diffusivity in the matrix, R_g the gas constant and T the temperature. Solute and matrix atoms take up equal volumes, so the transformation drives no flow, and there is no elastic stress. Interface attachment is fast, so diffusion sets the rate.

The solute concentration c is in mol/m³, and cₑ is its value in equilibrium with a flat interface. The dimensionless solubility is

φₑ = cₑVm ≪ 1.

Averages ⟨…⟩ run over the number of particles. The precipitate volume fraction f is taken to be so small that each particle feels the others only through one common far-field concentration c∞. This is the mean-field assumption.

The result to be derived, for a population already in the self-similar state whose size distribution vanishes faster than any power at its upper end (section 5 shows that other self-similar states, with smaller rate and cut-off, also exist), with mean radius ⟨R₀⟩ at t = 0, is

⟨R⟩³ − ⟨R₀⟩³ = (8/9) γDφₑVm t/(R_gT), largest radius = (3/2)⟨R⟩.

The single factor Vm belongs to the dimensionless φₑ. If the solubility is given as cₑ in mol/m³, then φₑVm = cₑVm², and Vm appears squared.

**1. One sphere: which concentration holds it in equilibrium?**

In an ideal dilute matrix, moving one mole of solute from concentration c into the pure phase releases R_gT ln(c/cₑ). The work of forming a sphere is therefore

W(R) = 4πR²γ − (4πR³/(3Vm)) R_gT ln(c/cₑ).

Setting dW/dR = 0 gives 8πRγ = (4πR²/Vm) R_gT ln(c/cₑ), so the equilibrium concentration at radius R is

c(R) = cₑ exp(ℓ/R) ≈ cₑ(1 + ℓ/R), ℓ = 2γVm/(R_gT).

The approximation needs R ≫ ℓ. As R → ∞ the flat value cₑ returns. The stationary point is a maximum of W: at fixed c, a slightly larger sphere grows and a slightly smaller one dissolves. This instability drives coarsening.

**2. One sphere: how fast does it grow?**

If the interface moves slowly compared with diffusion over a distance R, the concentration obeys the steady equation (1/r²) d(r² dc/dr)/dr = 0. With c = c(R) at the surface and c∞ far away,

c(r) = c∞ − [c∞ − c(R)] R/r, (dc/dr at r = R) = [c∞ − c(R)]/R.

Advancing the interface by dR requires 1/Vm − c(R) moles per unit volume, and diffusion supplies them:

[1/Vm − c(R)] dR/dt = D[c∞ − c(R)]/R.

Since c(R)Vm ≪ 1, the bracket on the left is 1/Vm, with a relative error of about φₑ. Define the critical radius Rc by c∞ = cₑ(1 + ℓ/Rc). Then c∞ − c(R) = cₑℓ(1/Rc − 1/R), and

dR/dt = (A/R)(1/Rc − 1/R), A = Dφₑℓ.

Particles above Rc grow and those below it shrink. In the limit R ≪ Rc the law becomes dR/dt = −A/R², so R³ = Rᵢ³ − 3At: a particle of initial radius Rᵢ, with ℓ ≪ Rᵢ ≪ Rc, vanishes after a finite time close to Rᵢ³/(3A). Once R is comparable with ℓ the linearized law no longer holds, but that last stage takes only a small part of the time.

The steady-field assumption can be measured on a case with a full solution. Hold the surface concentration c_s and c∞ fixed, and let a sphere grow from zero size as R = 2Λ√(Dt). With x = r/(2√(Dt)), the time-dependent diffusion equation becomes

c″ + (2/x + 2x)c′ = 0, so c′ = B exp(−x²)/x².

The interface balance gives c′(Λ) = 2Λ(1/Vm − c_s), which fixes B. Integrating c′ from Λ to infinity and substituting x = Λ/y gives

σ = (c∞ − c_s)/(1/Vm − c_s) = 2Λ² exp(Λ²) ∫₀¹ exp(−Λ²/y²) dy.

For small Λ the integral is 1 − √π Λ to first order, hence Λ² ≈ (σ/2)(1 + √π Λ). The steady field gives Λ² = σ/2, so its relative error is about √(πσ/2) and vanishes with the supersaturation σ.

**3. Many spheres: what fixes Rc?**

At late times the matrix excess c∞ − cₑ = cₑℓ/Rc is small, and almost all the available solute is already in precipitates. Their total volume is then constant. Particles that disappear do so at R = 0 and carry no volume away. Therefore

0 = Σ R² dR/dt = A Σ (R/Rc − 1), so Rc = ⟨R⟩.

The critical radius equals the mean radius at every moment, whatever the shape of the distribution.

As a limit, take all radii equal. Then R = Rc and nothing moves. Now perturb the radii by small δ with zero sum, so that Rc is unchanged. Differentiating the growth law at R = Rc gives

dδ/dt = A(−1/Rc³ + 2/Rc³)δ = (A/Rc³)δ.

A uniform population is stationary but unstable, and small differences in size grow.

**4. Scaled radii**

A self-similar state keeps its distribution of u = R/Rc while Rc grows. Let s = ln Rc. Differentiating u = R/Rc gives

du/dt = (A/Rc³)(u − 1)/u² − u ds/dt.

The right side, divided by ds/dt, can be independent of time only if Rc³ ds/dt = Rc² dRc/dt is constant. Call this constant K/3, so that Rc³ grows linearly at rate K. With ν = 3A/K,

du/ds = w(u) = −[u³ − ν(u − 1)]/u².

The first term describes a particle falling behind because the mean grows; the second is its own growth or shrinkage.

Let the number of particles per volume be N(s) and the probability density of u be g(u). Constant volume means N Rc³⟨u³⟩ is constant, hence N ∝ exp(−3s). Conservation of particle number for u > 0, ∂(Ng)/∂s + ∂(wNg)/∂u = 0, becomes

d(wg)/du = 3g.

Let S(u) be the fraction of particles with scaled radius above u. Where w < 0 and |w|g vanishes at the upper end, integrating from u to that end gives |w|g = 3S. Since g = −dS/du, this reads dS/du = −3S/|w|, and with S(0) = 1

S(u) = exp(−3 ∫₀ᵘ du′/|w(u′)|), g = 3S/|w|.

The mean must come out as 1. Multiply d(wg)/du = 3g by u³ and integrate by parts. If ⟨u³⟩ is finite and u³wg vanishes at both ends, the result is

∫ [u³ − ν(u − 1)] g du = ∫ u³ g du, so ⟨u⟩ = 1.

**5. Which ν?**

A zero of w at positive u satisfies ν = u³/(u − 1), which requires u > 1. The derivative of this function is u²(2u − 3)/(u − 1)². Its minimum is at u = 3/2, where ν = (27/8)/(1/2) = 27/4. There are three cases.

*ν < 27/4.* There is no zero, w is negative everywhere, and the distribution extends to infinity. At large u, |w| ≈ u, so S ∝ u⁻³ and g ∝ u⁻⁴. Then ∫u³g du diverges logarithmically. The precipitate volume would be infinite, and the case is excluded.

*ν > 27/4.* There are two zeros, u₁ < 3/2 < u₂. A particle above u₁ can never fall below it, so the number of such particles would stay constant while each one's volume grew at least as u₁³Rc³. That contradicts constant total volume, so the distribution must end at u₁. Near this end w ≈ λ(u − u₁) with

λ = ν/u₁² − 3 = u₁/(u₁ − 1) − 3 = (3 − 2u₁)/(u₁ − 1).

The formula for S gives S ∝ (u₁ − u)^(3/λ), and hence g ∝ (u₁ − u)^p with

p = 3/λ − 1 = (5u₁ − 6)/(3 − 2u₁), K = 3A(u₁ − 1)/u₁³.

This is a whole family of admissible states with 1 < u₁ < 3/2. Volume conservation alone therefore does not select the cut-off 3/2.

*ν = 27/4.* The two zeros merge at u = 3/2. Because 3/2 is a double root and the cubic has no u² term, the third root is −3:

u³ − (27/4)(u − 1) = (u − 3/2)²(u + 3).

A particle above u = 3/2 drifts down towards this zero of w but never crosses it, so the volume argument of the previous case applies again and the distribution must end at 3/2. Near the end |w| ≈ 2(3/2 − u)², so S falls as exp[−3/(2(3/2 − u))] times a power of 3/2 − u (section 6 gives the exponent −5/3). The exponential dominates, and S vanishes faster than any power. The rate is K = 3A/ν = 4A/9, the largest in the admissible family, since (u₁ − 1)/u₁³ increases up to u₁ = 3/2.

The end of the initial distribution distinguishes the cases. Over a finite time the growth law maps initial radii near the largest one smoothly to later radii, with a positive slope. Distances from the largest radius are multiplied by a factor, and the exponent p is preserved. The Lifshitz–Slyozov–Wagner state is the one self-similar state whose distribution vanishes faster than any power at its end. This argument identifies the state; it does not prove that every initial distribution with such an end converges to it.

Two numerical runs show the difference. Each follows 4000 weighted radii under the growth law in small time steps, removes particles that reach zero, and fits the rate over the last fourfold growth of ⟨R⟩³.

- Start uniform between 0.7 and 1.3 times the mean. Here p = 0, so the formulas require u₁ = 6/5 and K/A = 3(0.2)/1.728 = 0.3472. After ⟨R⟩³ has grown by a factor e⁷, the run gives K/A = 0.3475 and a largest u of 1.1985; the remaining differences, about 0.1 %, are of the size of the discretization error.
- Start with a fraction exp(−R³) of particles above R, in arbitrary units. After growth by e¹² the run gives K/A = 0.456, which is 2.7 % above 4/9.

The second value exceeds the largest self-similar rate. This is no contradiction, because a population still changing shape is not bound by that maximum. The numerical volume also drifted upward by 1.4 % in this run. A slow approach is plausible from the flow itself: at ν = 27/4 a particle slightly above 3/2, at u = 3/2 + x, obeys dx/ds ≈ −2x², so x falls only as 1/(2s), with s the logarithm of the mean radius. That this accounts for the remaining excess in the rate is a conjecture.

**6. The distribution in closed form**

For ν = 27/4 the integrand 1/|w| is split as

u²/[(3/2 − u)²(u + 3)] = a/(u + 3) + b/(3/2 − u) + q/(3/2 − u)².

Evaluating at u = −3 gives a = 9/(9/2)² = 4/9. Evaluating at u = 3/2 gives q = (9/4)/(9/2) = 1/2. At large u the left side tends to 1/u, so a − b = 1 and b = −5/9. Integration from 0 to u yields

(4/9) ln[(3 + u)/3] + (5/9) ln[(3 − 2u)/3] + 2u/[3(3 − 2u)].

Multiplying by −3 and exponentiating,

S(u) = [3/(3 + u)]^(4/3) [3/(3 − 2u)]^(5/3) exp[−2u/(3 − 2u)].

Then g = 3S/|w|. Writing (3/2 − u)⁻² = (4/9)[3/(3 − 2u)]² and 1/(u + 3) = (1/3)[3/(3 + u)], the prefactor is 3·(4/9)·(1/3) = 4/9, and

g(u) = (4/9) u² [3/(3 + u)]^(7/3) [3/(3 − 2u)]^(11/3) exp[−2u/(3 − 2u)], 0 ≤ u < 3/2,

with g = 0 above.

At small u, g ≈ (4/9)u². This follows from the dissolution law: shrinking particles pass through small radii at a speed proportional to 1/u², so few are found there. At the other end the exponential overwhelms the diverging power.

Numerical maximization puts the most frequent size at u = 1.135, above the mean. The closed form gives S(1) = 0.5755, so more than half of the particles are larger than average and are growing at that moment. Numerical quadrature gives a standard deviation of 0.215 and ⟨u³⟩ = 1.130.

**7. The rate in physical quantities**

With A = Dφₑℓ and ℓ = 2γVm/(R_gT),

K = (4/9)A = (4/9)·Dφₑ·2γVm/(R_gT) = (8/9) γDφₑVm/(R_gT).

Since d⟨R⟩³/dt = K, integration gives the law stated at the start. The factor 8/9 is the product of 4/9, from the double root, and 2, from the curvature of a sphere. If γ, D or φₑ tends to zero, coarsening stops.

**8. An example with round parameters**

Take γ = 0.20 J/m², Vm = 1.0 × 10⁻⁵ m³/mol, T = 800 K, D = 1.0 × 10⁻¹⁶ m²/s, φₑ = 0.010 and f = 0.010. The population starts in the ν = 27/4 scaling state with ⟨R₀⟩ = 20 nm. With R_gT = 6652 J/mol,

ℓ = 2(0.20)(1.0 × 10⁻⁵)/6652 m = 0.601 nm,

A = (1.0 × 10⁻¹⁶)(0.010)(6.01 × 10⁻¹⁰) m³/s = 0.601 nm³/s,

K = (4/9)A = 0.267 nm³/s = 2.67 × 10⁻²⁸ m³/s.

After 100 h, or 3.6 × 10⁵ s,

⟨R⟩³ = 8000 nm³ + (0.2673)(3.6 × 10⁵) nm³ ≈ 1.042 × 10⁵ nm³, so ⟨R⟩ ≈ 47 nm.

The largest radius is 1.5 times this, about 71 nm. The mean radius first doubles after 7⟨R₀⟩³/K ≈ 58 h; the next doubling takes eight times as long, because the time scales with the cube of the starting radius.

The number density follows from the volume fraction,

N = f/[(4π/3)⟨u³⟩⟨R⟩³].

It falls from 2.6 × 10²⁰ to 2.0 × 10¹⁹ m⁻³. About 7.7 % of the particles survive.

The matrix excess, as a volume fraction, is φₑℓ/⟨R⟩. It falls from 3.0 × 10⁻⁴ to 1.3 × 10⁻⁴. The solute released is 1.7 × 10⁻⁴, or 1.7 % of f, which is the size of the error in treating the precipitate volume as constant.

The other approximations can be sized at R = 20 nm:

- Linearizing the exponential understates the excess cₑ[exp(ℓ/R) − 1] by 1.5 % of its linear value. The growth rate contains the difference of two such exponentials, so its relative error is about (ℓ/2)(1/R + 1/Rc), or 3 % for R near Rc.
- For σ = φₑℓ/R = 3.0 × 10⁻⁴, numerical solution of the similarity equation in section 2 gives Λ² larger than the steady-field value by 2.2 %. At a quarter of this σ the figure is 1.1 %, in line with the square-root law. These figures belong to a sphere growing from zero size at fixed σ; for the population they are a guide to the size of the error, not its value for each particle.
- Neglecting c(R)Vm beside 1 costs about 1 % in the growth rate.

The effect of finite f is not included. It is the largest of the errors. The other particles screen the diffusion field over a length ξ = (4πN⟨R⟩)^(−1/2), about 120 nm at the start, so ⟨R⟩/ξ = √(3f/⟨u³⟩) ≈ 0.16. In the simplest screening model the growth rate is multiplied by 1 + R/ξ. Repeating sections 4 and 5 with this factor raises K by about 22 % at f = 0.010, which would bring the mean radius after 100 h to roughly 50 nm, and moves the cut-off to about 1.57⟨R⟩. The numbers above are those of the limit f → 0.

**9. Where the law fails**

The cubic law rests on the factor 1/R supplied by diffusion. If attachment at the interface is the slow step, the growth rate is proportional to the driving force alone, dR/dt = M(1/Rc − 1/R). The constant M has the dimension length²/time, so a self-similar state then has Rc² proportional to t.

The law also fails while new particles are nucleating or the matrix is still strongly supersaturated, since the precipitate volume is then not constant. Elastic stress or an anisotropic γ changes the equilibrium condition of section 1. At finite f a single c∞ no longer describes the surroundings of every particle, and neither 8/9 nor 3/2 follows from the argument given here. The correction grows roughly as √f: the screening estimate of section 8 raises K by about 7 % already at f = 0.001. The prefactor also belongs to precipitates of pure solute in an ideal matrix; for a compound precipitate or a non-ideal matrix it changes.

Numerical values quoted here were computed with a short program.
